# Suzuoka's finite-film solution and the depleted grain-boundary diffusion tail

## Definitions and conventions

A semi-infinite crystal occupies depths \(y>0\). One grain boundary, a slab of width \(\delta\), stands normal to the surface, and \(x\ge0\) is the distance from either slab face into the crystal. The tracer diffusivity is \(D\) in the crystal and \(D'=\Delta D\) in the slab, with \(\Delta>1\). At \(t=0\) a thin film of \(M\) atoms per area covers the whole surface, including the slab. Afterwards no tracer crosses \(y=0\).

The model makes three further assumptions. The concentration \(c\) is uniform across the slab and continuous at its faces, so there is no segregation. Both diffusivities are constant. Neighbouring boundaries do not interact. The equations are classical and contain no \(\hbar\), so they read the same in atomic units; numbers below use eV, ångström and seconds.

The scaled variables are

\[
\eta=\frac{y}{\sqrt{Dt}},\quad \xi=\frac{x}{\sqrt{Dt}},\quad
\beta=\frac{(\Delta-1)\delta}{2\sqrt{Dt}},\quad w=\frac{\eta}{\sqrt\beta}.
\]

In the crystal \(c_t=D(c_{xx}+c_{yy})\), subscripts denoting derivatives. For half the slab, the stored amount changes by diffusion along the slab and by the flux \(Dc_x\) entering through the face:

\[
\frac{\delta}{2}c_t=\frac{\delta}{2}D'c_{yy}+Dc_x
\;\Rightarrow\;
c_t=D'c_{yy}+\frac{2D}{\delta}c_x\quad(x=0). \tag{1}
\]

Without the boundary, the film would spread as \(c_1=M\,g(y,Dt)\), where

\[
g(y,a)=\frac{e^{-y^2/4a}}{\sqrt{\pi a}},\qquad \int_0^\infty g\,dy=1,\qquad g_a=g_{yy}. \tag{2}
\]

The result to be derived is

\[
\begin{aligned}
c=\frac{M}{\sqrt{\pi Dt}}\Big\{&e^{-\eta^2/4}+\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}
\Big(\frac{\eta^2}{4\sigma}-\frac12\Big)e^{-\eta^2/4\sigma}\\
&\times\operatorname{erfc}\Big[\frac12\sqrt{\frac{\Delta-1}{\Delta-\sigma}}
\Big(\xi+\frac{\sigma-1}{\beta}\Big)\Big]\Big\}. 
\end{aligned}\tag{3}
\]

## First derivation: integral transforms

Write \(c=c_1+c_2\). The excess \(c_2\) starts from zero everywhere, obeys the crystal equation and has \(\partial_yc_2=0\) at the surface. Since \(c_1\) does not depend on \(x\) and satisfies \(\partial_tc_1=D\partial_y^2c_1\), equation (1) becomes

\[
\partial_tc_2-D'\partial_y^2c_2-\frac{2D}{\delta}\partial_xc_2=(D'-D)\partial_y^2c_1
\quad(x=0). \tag{4}
\]

Apply a Laplace transform in time (variable \(p\)) and a cosine transform \(\int_0^\infty dy\cos(ky)\) in depth. Because the surface gradient vanishes, \(\partial_y^2\) becomes \(-k^2\). The film gives \(\hat c_1=M/(p+Dk^2)\). The crystal equation then has the decaying solution

\[
\hat c_2=A e^{-\lambda x},\qquad D\lambda^2=p+Dk^2 .
\]

Insert it in (4), use \(p+D'k^2=D\lambda^2+(D'-D)k^2\), and divide by \(D\):

\[
A=-\frac{M(\Delta-1)k^2}{D\lambda^2\,[\lambda^2+(\Delta-1)k^2+2\lambda/\delta]}. \tag{5}
\]

The bracket is positive for real positive \(p\), so its reciprocal is \(\int_0^\infty D\,d\tau\,e^{-D\tau[\ldots]}\), with \(\tau\) an auxiliary time. With \(P=D\lambda^2=p+Dk^2\),

\[
\hat c_2=-M(D'-D)k^2\!\int_0^\infty\! d\tau\,e^{-(D'-D)k^2\tau}\,
\frac{e^{-P\tau}}{P}e^{-\sqrt{P/D}\,(x+2D\tau/\delta)} .
\]

To invert, consider a half-line \(X>0\), initially empty, whose end is held at unit concentration. Its solution is \(\operatorname{erfc}(X/2\sqrt{Dt})\), and its Laplace transform is \(e^{-X\sqrt{p/D}}/p\). The factor \(e^{-P\tau}\) delays this function by \(\tau\), and the shift from \(p\) to \(P\) multiplies it by \(e^{-Dk^2t}\). The last two factors therefore give \(e^{-Dk^2t}S\), where

\[
S(x,t;\tau)=\operatorname{erfc}\frac{x+2D\tau/\delta}{2\sqrt{D(t-\tau)}}\quad(\tau<t),
\qquad S=0\quad(\tau\ge t). \tag{6}
\]

What remains in \(k\) is \(-k^2e^{-k^2a}\) with \(a=Dt+(D'-D)\tau\). Since \(e^{-k^2a}\) is the cosine transform of \(g(y,a)\), this inverts to \(g_{yy}=g_a\):

\[
c_2=M(D'-D)\int_0^t d\tau\,S(x,t;\tau)\,g_a\big(y,Dt+(D'-D)\tau\big). \tag{7}
\]

Set \(a=Dt\,\sigma\), that is \(\sigma=1+(\Delta-1)\tau/t\). Then \((D'-D)d\tau=Dt\,d\sigma\) and \(t-\tau=t(\Delta-\sigma)/(\Delta-1)\). Also \(2D\tau/\delta=\sqrt{Dt}\,(\sigma-1)/\beta\), and

\[
g_a=\frac{1}{\sqrt\pi\,(Dt)^{3/2}}\,\sigma^{-3/2}\Big(\frac{\eta^2}{4\sigma}-\frac12\Big)e^{-\eta^2/4\sigma}.
\]

Substitution in (7) gives the integral in (3).

## Second derivation: time spent in the slab

Follow one tracer atom. Its lateral motion does not depend on its depth. If it has spent a total time \(\tau\) in the slab, its depth has spread with

\[
a=D(t-\tau)+D'\tau=Dt+(D'-D)\tau ,
\]

so its depth distribution is \(g(y,a)\). The surface reflects atoms in both media, which is why one function \(g\) serves for both.

The film is laterally uniform and segregation is absent, so lateral exchange leaves the amount per column, \(\int_0^\infty c\,dy=M\), unchanged at every \(x\). Let \(S(x,t;\tau)\) be the fraction of atoms in the column at \(x\) that have spent more than \(\tau\) in the slab. In the crystal this clock stands still; in the slab it advances at unit rate. Hence

\[
S_t=DS_{xx}\;(x>0),\qquad S_t+S_\tau=\frac{2D}{\delta}S_x\;(x=0),
\]

with \(S=0\) at \(t=0\) for \(\tau>0\). At the face \(S\to1\) as \(\tau\to0^+\) for \(t>0\), because an atom in the slab has already spent some time there. The Laplace transform in \(t\) is \(\hat S=B(\tau)e^{-x\sqrt{p/D}}\), and the face condition gives

\[
B'=-\Big(p+\frac{2\sqrt{Dp}}{\delta}\Big)B,\quad B(0)=\frac1p
\;\Rightarrow\;
\hat S=\frac{e^{-p\tau}}{p}\,e^{-\sqrt{p/D}\,(x+2D\tau/\delta)} .
\]

Its inverse is (6). Now average \(g\) over the slab time. A fraction \(1-S(0^+)\) never entered the slab, and the rest has density \(-S_\tau\):

\[
\frac cM=[1-S(0^+)]\,g(y,Dt)-\int_0^tS_\tau\,g\,d\tau
=g(y,Dt)+\int_0^tS\,\frac{\partial g}{\partial\tau}\,d\tau .
\]

The integration by parts uses \(S=0\) at \(\tau=t\). Since \(\partial g/\partial\tau=(D'-D)g_a\), this is \(c_1\) plus (7), and so again (3).

The variable \(\sigma\) thus measures the depth spreading of an atom relative to pure crystal diffusion. It ends at \(\Delta\) because no atom can spend longer than \(t\) in the slab. For \(\Delta\to1\) the range closes and the excess vanishes.

The same function \(S\) serves a surface held at concentration \(c_0\), on slab and crystal alike, though only as a weight in the superposition: atoms then enter at all times and the columns hold different amounts, so \(S\) is no longer the fraction of a column's atoms. One replaces \(Mg\) by \(c_0h\), with \(h=\operatorname{erfc}(y/2\sqrt a)\), which also satisfies \(h_a=h_{yy}\) and equals one at the surface. Since \(-h_y=g\),

\[
c_{\rm film}=-\frac{M}{c_0}\frac{\partial c_{\rm fixed}}{\partial y}. \tag{8}
\]

## What each derivation assumes

Both routes use the thin-slab balance (1), constant diffusivities and the same surface condition on slab and crystal; for the film that condition is a closed surface. As written, they differ in what they can absorb.

The transform route needs linearity and coefficients independent of depth. A film whose amount varies along \(x\) adds source terms; a segregating tracer also changes the coefficients of the slab equation. The method remains usable in both cases. The residence-time route also needs lateral motion independent of depth. In the form given here it further needs a film already in lateral balance, so that every column holds the same amount and the fraction \(S\) suffices. Segregation breaks this last condition, because the slab would then draw tracer from the neighbouring columns, or give it up to them if the tracer avoids the slab. In return, this route gives \(\tau\) a meaning and treats both source types with one function \(S\).

A direct two-dimensional finite-volume solution of the slab model tested the result for \(\delta=0.2\sqrt{Dt}\), \(\Delta=41\), \(\beta=4\). At \(\xi=0,\,0.5,\,1\) and depths from \(0.05\) to \(6.05\sqrt{Dt}\), the largest relative difference from the formula was \(0.05\%\) for the film and \(0.17\%\) for the fixed surface.

## Where the deep tracer comes from

Since each column keeps the amount \(M\), and \(c_1\) alone carries \(M\),

\[
\int_0^\infty c_2\,dy=0\quad\text{at every }x. \tag{9}
\]

The deep gain is paid for by a loss near the surface of the same column. In the finite-volume solution the column amounts stayed at \(M\) to rounding error.

Sectioning parallel to the surface measures the average over a layer. With boundary length \(L\) per area,

\[
\bar c(y)=c_1+LQ(y),\qquad Q=2\int_0^\infty c_2\,dx+\delta\,c_2(0,y).
\]

The factor 2 counts the two crystals; the last term is the slab content.

The tail becomes simple for \(\beta\to\infty\) at fixed \(w\), with \(\beta/\Delta\to0\). The relevant \(k\) is then of order \(1/\sqrt{\beta Dt}\), so \(\lambda\to\sqrt{p/D}\). The term \(\lambda^2\) in the bracket of (5), which is storage in the slab together with a small part of \(k^2\), is negligible beside \(2\lambda/\delta\). With \(q=pt\),

\[
A\to-\frac Mp\,\frac{k^2}{k^2+\kappa^2}
=-\frac Mp+\frac Mp\,\frac{\kappa^2}{k^2+\kappa^2},\qquad
\kappa^2=\frac{2\sqrt{p/D}}{(\Delta-1)\delta}=\frac{\sqrt q}{\beta Dt}.
\]

The first term does not depend on \(k\). It is a negative spike at the surface, whose real width is of order \(\sqrt{Dt}\), and it is the source depletion. The second inverts to \((M\kappa/p)e^{-\kappa y}\), the tracer carried down. Lateral integration over both crystals multiplies it by \(2\sqrt{D/p}\), while the slab content is negligible in this limit. Inverting at time \(t\), with \(\kappa y=wq^{1/4}\),

\[
Q_{\rm film}=\frac{2M}{\sqrt\beta}\,G(w),\qquad Q_{\rm fixed}=2c_0\sqrt{Dt}\,F(w),\qquad G=-F'. \tag{10}
\]

The second form follows from (8). Here \(F\) and \(G\) are the inverse Laplace transforms, at unit time, of \(q^{-3/2}e^{-wq^{1/4}}\) and \(q^{-5/4}e^{-wq^{1/4}}\). Expanding the exponential and using \(q^{-\mu}\to1/\Gamma(\mu)\) gives

\[
F=\sum_{n=0}^\infty\frac{(-w)^n}{n!\,\Gamma(\frac32-\frac n4)},\qquad
G=\sum_{n=0}^\infty\frac{(-w)^n}{n!\,\Gamma(\frac54-\frac n4)} .
\]

Compared with the full integrals at \(w=1,3,6\) and \(\Delta=10^{12}\), the largest relative error of (10) was \(1.7\%\) at \(\beta=10^2\) and \(0.017\%\) at \(\beta=10^4\).

Two measures of depletion follow. The amount carried into the tail, per boundary length, is

\[
\int Q_{\rm film}\,dy\to2M\sqrt{Dt}\,F(0)=4M\sqrt{Dt/\pi}, \tag{11}
\]

as if a film strip of width \(4\sqrt{Dt/\pi}\) had been drained. The boundary can take only what lateral diffusion brings to it. At the mouth itself, for \(k\) of order \(1/\sqrt{Dt}\), equation (5) gives \(A\to-M/(D\lambda^2)=-\hat c_1\), so the leading film concentration is cancelled. What remains is the inverse of \(M\kappa/p\), namely \(M/[\Gamma(\tfrac34)\sqrt{\beta Dt}]\). Relative to the distant surface value \(M/\sqrt{\pi Dt}\),

\[
\frac{c_{\rm mouth}}{c_{\rm surface}}\to\frac{\sqrt\pi}{\Gamma(3/4)\sqrt\beta}. \tag{12}
\]

## How depletion changes the tail

For large \(w\), evaluate the inverse transforms at the saddle point of \(\varphi=q-wq^{1/4}\):

\[
q_0=\Big(\frac w4\Big)^{4/3},\quad \varphi(q_0)=q_0-4q_0=-3q_0,\quad
\varphi''(q_0)=\frac{3w}{16}q_0^{-7/4}=\frac{3}{4q_0}.
\]

A prefactor \(q^{-\mu}\) gives \(q_0^{-\mu}e^{-3q_0}/\sqrt{2\pi\varphi''}\), hence

\[
F\simeq\sqrt{\frac{2}{3\pi}}\,\frac{e^{-3q_0}}{q_0},\qquad
G\simeq\sqrt{\frac{2}{3\pi}}\,\frac{e^{-3q_0}}{q_0^{3/4}}. \tag{13}
\]

Both sources share the exponent \(-3(w/4)^{4/3}\). They differ in amplitude and in the algebraic prefactor, through both the local depletion at the mouth and the falling surface concentration of the spreading film. For a comparison, hold the fixed surface at the final film value, \(c_0=M/\sqrt{\pi Dt}\):

\[
\frac{Q_{\rm film}}{Q_{\rm fixed}}=\sqrt{\frac\pi\beta}\,\frac GF
\;\longrightarrow\;\sqrt{\frac\pi\beta}\Big(\frac w4\Big)^{1/3}. \tag{14}
\]

The film tail is lower by a factor of order \(\sqrt\beta\), but it falls slightly less steeply because \(G/F\) grows with depth. This growth was tested on a grid from \(w=2\) to 8. The saddle formulas converge slowly: the larger of the two deviations of \(F\) and \(G\) from them, as a fraction of the saddle value, is \(18\%\) at \(w=10\) and \(3.5\%\) at \(w=40\).

A straight line in a plot of \(\ln\bar c\) against \(y^{6/5}\) is therefore a fit over a finite window. For the film, the local slope \(-d\ln G/d(w^{6/5})\) is 0.740 at \(w=4\) and 0.868 at \(w=40\); by (13) it eventually grows as \(w^{2/15}\). Between \(w=2\) and 8 a straight line still works well, with largest residuals in the logarithm of 0.011 (film) and 0.029 (fixed). The fitted slopes are \(g=0.7425\) and \(0.7656\); from here on \(g\) is this number, not the function in (2).

Let \(m=-d\ln\bar c/d(y^{6/5})\) be measured where the volume part \(c_1\) is negligible. Since \(w^{6/5}=y^{6/5}(\beta Dt)^{-3/5}\), one has \(m=g(\beta Dt)^{-3/5}\). With \(\beta Dt=\tfrac12(D'-D)\delta\sqrt{t/D}\) and \(D'\gg D\),

\[
\delta D'\simeq2g^{5/3}\sqrt{\frac Dt}\;m^{-5/3}. \tag{15}
\]

The coefficient \(2g^{5/3}\) is 1.218 for the film and 1.281 for the fixed surface. Both values belong to this window and to evenly spaced, equally weighted points.

The limit has an end. At large \(w\), the exponent of (3) at the face, \(\eta^2/4\sigma+\sigma^2/4\beta^2\), is smallest at \(\sigma_*=(\eta^2\beta^2/2)^{1/3}=\beta(w^2/2)^{1/3}\). Its value there, \(3\sigma_*^2/4\beta^2\), reproduces \(3q_0\). Once \(\sigma_*\) approaches \(\Delta\), the limited time available in the slab cuts the tail off more sharply.

## Worked example

Take round model parameters: \(T=700\) K, \(t=10^5\) s, \(\delta=5\) Å, \(M=0.1\) atoms/Å\(^2\), \(L=10^{-5}\) Å\(^{-1}\). Both diffusion prefactors are \(10^{15}\) Å\(^2\)/s, and the activation energies are 2.0 eV in the crystal and 1.2 eV in the boundary. With \(k_BT=0.060321\) eV,

\[
D=10^{15}e^{-2.0/0.060321}=3.99\ \text{Å}^2/\text{s},\qquad D'=2.293\times10^6\ \text{Å}^2/\text{s}.
\]

Then \(\sqrt{Dt}=631.4\) Å, \(\Delta=5.751\times10^5\), and

\[
\beta=\frac{5.751\times10^5\times5}{2\times631.4}=2277 .
\]

One unit of \(w\) is \(631.4\sqrt{2277}=3.013\times10^4\) Å.

The mouth concentration is 0.0298 of the distant surface value; (12) gives 0.0303. The sectioned excess is negative down to 2323 Å and positive below. The positive part corresponds to a drained strip 1313 Å wide, 8% below the limit \(4\times631.4/\sqrt\pi=1425\) Å. The boundary part equals the volume part at 3500 Å, much shallower than the fit window.

| \(w\) | depth (Å) | \(\bar c\) (atoms/Å\(^3\)) | film/fixed |
|---|---|---|---|
| 2 | \(6.03\times10^4\) | \(6.50\times10^{-9}\) | 0.041 |
| 4 | \(1.21\times10^5\) | \(6.97\times10^{-10}\) | 0.045 |
| 6 | \(1.81\times10^5\) | \(5.97\times10^{-11}\) | 0.049 |
| 8 | \(2.41\times10^5\) | \(4.21\times10^{-12}\) | 0.052 |

The last column compares the boundary excess with that of a surface held at the final film value. Relative to that surface, the film tail is lower by a factor of 24 at \(w=2\) and 19 at \(w=8\). At \(w=8\), \(\sigma_*\approx7200\), so \(\tau/t\approx\sigma_*/\Delta\approx0.013\): by this large-\(w\) estimate, typical atoms there have spent about 1% of the anneal in the slab.

The computed profile has \(m=3.145\times10^{-6}\) Å\(^{-6/5}\). Equation (15) with the film coefficient gives

\[
\delta D'=1.218\sqrt{\frac{3.987}{10^5}}\,(3.145\times10^{-6})^{-5/3}
=1.139\times10^7\ \text{Å}^3/\text{s}.
\]

The input value is \(1.146\times10^7\) Å\(^3\)/s, or \(1.146\times10^{-23}\) m\(^3\)/s, so the recovered value is about 0.6% low. Slab storage, neglected in (10), acts in this direction: it raises \(\kappa^2\) by a factor of about \(1+\lambda\delta/2\) and steepens the profile. The fixed-surface coefficient gives \(1.199\times10^7\) Å\(^3\)/s, 4.5% above the input. Mistaking the source thus matters little for the slope, but greatly for any inference from the amplitude.

## Real specimens

The deepest concentrations in the table are very low, which limits how far a real profile could be followed. For columnar grains of roughly equal width, \(L\) implies a grain size of about \(2/L=2\times10^5\) Å. This is far larger than \(\sqrt{Dt}\), so the boundaries are isolated, but it is comparable with the depths in the table. The example therefore needs such columnar grains, with boundaries that run straight down; in an equiaxed polycrystal the path would bend and branch.

For a segregating solute with slab concentration \(sc\), the slab terms in (1) gain a factor \(s\). When slab storage is negligible, which now requires \(s\delta\ll\sqrt{Dt}\), the slope yields \(s\delta D'\), and reading it as \(\delta D'\) is wrong by the full factor \(s\). Fast diffusion along the free surface would break the closed-mouth assumption by refilling the depleted strip. The fixed-surface comparison above does not describe that case, because the concentration of a refilled film surface still falls with time. Both the tail amplitude and the coefficient in (15) would have to be calculated anew. Further values are in the numerical output.

## Values computed for the example and the checks

```
grid check, largest relative error, film: 4.75e-04
grid check, largest relative error, fixed: 1.73e-03
grid check of sectioned excess, film: 7.16e-04
grid check of sectioned excess, fixed: 2.05e-03
largest error of column amount / M: 4.5e-14
scaling-limit error at beta=1e2: 1.68e-02
scaling-limit error at beta=1e4: 1.67e-04
saddle-point error at w=10: 0.179
saddle-point error at w=40: 0.035
fit window in w: 2 to 8
fitted 6/5 slope g, film: 0.7425
fitted 6/5 slope g, fixed: 0.7656
largest fit residual in ln, film: 0.0106
largest fit residual in ln, fixed: 0.0285
coefficient 2 g^(5/3), film: 1.2177
coefficient 2 g^(5/3), fixed: 1.2814
local film 6/5 slope at w=4: 0.7401
local film 6/5 slope at w=40: 0.8682
temperature: 700 K; time: 1e+05 s
thermal energy: 0.06032 eV
activation energy, crystal: 2.0 eV
activation energy, boundary: 1.2 eV
diffusion prefactor, both paths: 1e+15 angstrom^2/s
boundary width: 5.0 angstrom
deposit M: 0.1 atoms/angstrom^2
boundary length per area L: 1e-05 1/angstrom
crystal diffusivity D: 3.9869 angstrom^2/s
boundary diffusivity: 2.2929e+06 angstrom^2/s
diffusivity ratio: 5.7510e+05; beta: 2277.0
diffusion length sqrt(D t): 631.4 angstrom
depth at w=1: 3.0130e+04 angstrom
mouth / distant surface, full: 0.02984
mouth / distant surface, limit: 0.03031
depth where excess changes sign: 2323 angstrom
drained strip width, full: 1313.0 angstrom
drained strip width, limit: 1425.0 angstrom
depth where boundary part equals volume part: 3500 angstrom
w=2: depth 6.0260e+04 angstrom, mean 6.5048e-09 atoms/angstrom^3
  film/fixed tail: full 0.04114, limit 0.04105
w=4: depth 1.2052e+05 angstrom, mean 6.9713e-10 atoms/angstrom^3
  film/fixed tail: full 0.04523, limit 0.04507
w=6: depth 1.8078e+05 angstrom, mean 5.9696e-11 atoms/angstrom^3
  film/fixed tail: full 0.04881, limit 0.04858
w=8: depth 2.4104e+05 angstrom, mean 4.2071e-12 atoms/angstrom^3
  film/fixed tail: full 0.05201, limit 0.05171
slope -d ln(mean)/d depth^(6/5): 3.1449e-06 angstrom^(-6/5)
largest residual of ln(mean): 0.0088
true width*D_boundary: 1.1464e+07 angstrom^3/s = 1.1464e-23 m^3/s
recovered, film coefficient: 1.1390e+07 angstrom^3/s
recovered, fixed coefficient: 1.1985e+07 angstrom^3/s
recovered/true, film coefficient: 0.9935
recovered/true, fixed coefficient: 1.0454
```
